# Why Trimethylaluminium Dimer Shows One Methyl NMR Line or Two

In a model 400 MHz proton spectrum of dimeric trimethylaluminium, 215 K gives two lines 440 Hz apart, with full widths at half maximum of 1.59 and 2.23 Hz. At 298 K there is one line, 3.56 Hz wide, at a shift where neither low-temperature line stood. The molecule is the same dimer at both temperatures. What changes is how often a methyl group moves between a terminal and a bridging position while its protons precess.

## What is counted, and what moves

The dimer Al₂(CH₃)₆ has four terminal methyls (T), two on each aluminium, and two bridging methyls (B) shared by both. Fast rotation of each methyl makes its three protons equivalent. There are therefore twelve T protons and six B protons, and the populations are

\[
p_T=\tfrac23,\qquad p_B=\tfrac13 .
\]

These fractions are fixed by the structure and do not vary with temperature as long as the dimer is the dominant species.

Let \(k_{TB}\) be the rate at which a given terminal methyl becomes bridging, and \(k_{BT}\) the reverse rate. At equilibrium the two flows balance, \(p_Tk_{TB}=p_Bk_{BT}\). With \(k=k_{TB}+k_{BT}\) and \(p_T+p_B=1\), this gives

\[
k_{TB}=kp_B,\qquad k_{BT}=kp_T .
\]

A bridging methyl thus leaves its site twice as often as a terminal one.

The example uses rough typical shifts, \(\delta_T=-0.6\) ppm and \(\delta_B=+0.5\) ppm. Angular frequencies \(\Omega_T\) and \(\Omega_B\) are measured from 0 ppm, and their separation is

\[
\Delta=\Omega_B-\Omega_T=2\pi(440\ \mathrm{Hz})=2765\ \mathrm{rad\,s^{-1}} .
\]

## The exchange equations

Let \(M_T\) and \(M_B\) be the complex transverse magnetizations of protons now at each site, with total initial magnetization 1. In a short time, spins at site \(j\) gain phase at rate \(\Omega_j\) and lose coherence at an intrinsic rate \(R_2\), taken equal for both sites. Some leave, and others arrive carrying the phase they have already gathered. If hops are random and without memory, and each jump itself lasts much less than both \(1/\Delta\) and the time between jumps, then, whether hopping is slow or fast compared with \(\Delta\),

\[
\begin{aligned}
\dot M_T&=(i\Omega_T-R_2-kp_B)M_T+kp_TM_B,\\
\dot M_B&=(i\Omega_B-R_2-kp_T)M_B+kp_BM_T,
\end{aligned}
\]

with \(M_j(0)=p_j\). A simulation of 150,000 randomly hopping spins without intrinsic relaxation, at \(k=0.6\Delta\) and five times up to \(6/\Delta\), differed from these equations by at most 0.0010 of the initial signal.

To find the spectrum, define \(m_j(\omega)=\int_0^\infty M_j e^{-i\omega t}dt\). Integration by parts turns \(\dot M_j\) into \(i\omega m_j-p_j\). With \(a_j=R_2+i(\omega-\Omega_j)\), the equations become

\[
\begin{aligned}
(a_T+kp_B)m_T-kp_Tm_B&=p_T,\\
-kp_Bm_T+(a_B+kp_T)m_B&=p_B .
\end{aligned}
\]

The determinant is

\[
\begin{aligned}
Q&=(a_T+kp_B)(a_B+kp_T)-k^2p_Tp_B\\
&=a_Ta_B+k(p_Ta_T+p_Ba_B).
\end{aligned}
\]

Solving for \(m_T\) gives the numerator \(p_T(a_B+kp_T)+kp_Tp_B=p_T(a_B+k)\). Likewise that of \(m_B\) is \(p_B(a_T+k)\). The absorption spectrum is the real part of their sum:

\[
S(\omega)=\mathrm{Re}\,
\frac{p_Ta_B+p_Ba_T+k}
{a_Ta_B+k(p_Ta_T+p_Ba_B)} .
\]

Its area does not depend on \(k\). If the total signal \(M=M_T+M_B\) is extended to negative times by \(M(-t)=M^*(t)\), then \(2S\) is its full Fourier transform, and the inverse transform at \(t=0\) gives \(\int S\,d\omega=\pi M(0)=\pi\). Exchange redistributes intensity; it does not remove it.

## One quadratic contains both spectra

The weighted mean frequency is \(\bar\Omega=p_T\Omega_T+p_B\Omega_B\), so \(\Omega_T=\bar\Omega-p_B\Delta\) and \(\Omega_B=\bar\Omega+p_T\Delta\). Seek solutions in which both magnetizations vary as \(\exp[(i\bar\Omega-R_2+\nu)t]\). Substitution gives

\[
\begin{aligned}
[\nu+p_B(k+i\Delta)]M_T&=kp_TM_B,\\
[\nu+p_T(k-i\Delta)]M_B&=kp_BM_T .
\end{aligned}
\]

Multiply the two equations and cancel \(M_TM_B\). The constant term is \(p_Tp_B(k^2+\Delta^2)-k^2p_Tp_B=p_Tp_B\Delta^2\), and therefore

\[
\nu^2+[k+i\Delta(p_B-p_T)]\nu+p_Tp_B\Delta^2=0 .
\]

The real part of \(\nu\) gives the exchange decay, and the imaginary part gives the displacement from \(\bar\Omega\).

The amplitudes follow from two conditions. The initial signal is 1, so \(A_1+A_2=1\). Adding the exchange equations at \(t=0\) cancels the hopping terms, and \(\sum_jp_j(\Omega_j-\bar\Omega)=0\), so \(A_1\nu_1+A_2\nu_2=0\). Hence

\[
A_1=\frac{-\nu_2}{\nu_1-\nu_2},\qquad
A_2=\frac{\nu_1}{\nu_1-\nu_2}.
\]

**Slow exchange, \(k\ll\Delta\).** At \(k=0\) the quadratic factors as \((\nu+ip_B\Delta)(\nu-ip_T\Delta)=0\). Its roots are the original T and B frequencies, and the amplitude formula gives \(A_T=p_T\) and \(A_B=p_B\). This is the 2:1 ratio.

For small \(k\), write \(\nu=\nu_0+\epsilon\) and keep first-order terms:

\[
\epsilon[2\nu_0+i\Delta(p_B-p_T)]+k\nu_0=0 .
\]

For T, \(\nu_0=-ip_B\Delta\) and the bracket is \(-i\Delta\), so \(\epsilon=-kp_B\). For B, \(\nu_0=ip_T\Delta\) and the bracket is \(+i\Delta\), so \(\epsilon=-kp_T\). Each line is broadened by the rate at which its own protons leave. A signal decaying at rate \(\Gamma\) has full width \(\Gamma/\pi\) in Hz, so

\[
W_T=\frac{R_2+kp_B}{\pi},\qquad
W_B=\frac{R_2+kp_T}{\pi}.
\]

**Fast exchange, \(k\gg\Delta\).** One root is small: balancing the last two terms of the quadratic gives \(\nu_1\simeq-p_Tp_B\Delta^2/k\). The other is \(\nu_2\simeq-k\). The first mode is a narrow line at \(\bar\Omega\), with

\[
W_{\rm fast}=\frac1\pi\left(R_2+\frac{p_Tp_B\Delta^2}{k}\right).
\]

The second has amplitude \(A_2\simeq-p_Tp_B\Delta^2/k^2\) and decays at about \(k\). It is a very weak, very broad correction to the line shape, and no second line remains.

The narrowing has a direct meaning. The spread of the two frequencies about their mean has variance \(p_T(p_B\Delta)^2+p_B(p_T\Delta)^2=p_Tp_B\Delta^2\). A proton keeps memory of its site for a time of order \(1/k\). Its excess phase is then a random walk of many small steps, and the dephasing rate is the variance times the memory time. Faster hopping makes the steps shorter and the line sharper.

## How large the effects are

The rate is modelled by the Eyring equation with unit transmission coefficient,

\[
k=\frac{k_{\rm B}T}{h}\exp\left(\frac{\Delta S^\ddagger}{R}
-\frac{\Delta H^\ddagger}{RT}\right),
\]

with \(\Delta H^\ddagger=65\) kJ/mol, \(\Delta S^\ddagger=75\) J/(mol K) and \(R_2=3\ \mathrm{s^{-1}}\). These are model inputs of a plausible size. The shifts and \(R_2\) are held fixed as temperature changes.

| T (K) | k (s⁻¹) | k/Δ | Maxima (ppm) |
|---:|---:|---:|---:|
| 200 | 0.364 | 0.00013 | −0.600, 0.500 |
| 230 | 68.6 | 0.025 | −0.600, 0.500 |
| 245 | 586 | 0.21 | −0.583, 0.465 |
| 260 | 3920 | 1.42 | −0.281 |
| 298 | 2.08 × 10⁵ | 75 | −0.233 |

At 200 K, dividing the computed spectrum at the midpoint gives areas 0.6664 and 0.3335, a ratio of 1.998. The small departure from 2 comes mainly from line tails crossing the midpoint.

At 215 K, \(k=5.99\ \mathrm{s^{-1}}\). The widths are \((3+2.00)/\pi=1.59\) Hz for T and \((3+3.99)/\pi=2.23\) Hz for B. Because peak height varies as area divided by width, the height ratio is \(2(2.23/1.59)=2.8\). The 2:1 rule applies to integrals, not heights.

At 298 K the mean shift is \(\tfrac23(-0.6)+\tfrac13(0.5)=-0.233\) ppm. The exchange part of the width is

\[
\frac{(2/9)(2765\ \mathrm{s^{-1}})^2}
{\pi(2.076\times10^5\ \mathrm{s^{-1}})}=2.60\ \mathrm{Hz}.
\]

Before rounding this is 2.604 Hz, and adding \(3/\pi=0.955\) Hz gives the computed width of 3.56 Hz. The second mode has amplitude \(-3.9\times10^{-5}\), so essentially all 18 protons contribute to the single line.

## Where two maxima become one

The crossover can be found analytically when \(R_2=0\). The denominator of \(S\) is then \(-(\omega-\Omega_T)(\omega-\Omega_B)+ik(\omega-\bar\Omega)\), and the numerator is \(k+i(\omega-\Omega')\), where \(\Omega'=p_T\Omega_B+p_B\Omega_T\). Multiplying by the conjugate denominator gives the real numerator

\[
k[(\omega-\Omega')(\omega-\bar\Omega)
-(\omega-\Omega_T)(\omega-\Omega_B)] .
\]

Since \(\Omega'+\bar\Omega=\Omega_T+\Omega_B\), the terms in \(\omega\) cancel. What remains is \(k(\Omega'\bar\Omega-\Omega_T\Omega_B)\). Expanding the product and using \(p_T^2+p_B^2=1-2p_Tp_B\) reduces this to \(kp_Tp_B\Delta^2\). Therefore

\[
S=\frac{kp_Tp_B\Delta^2}
{(\omega-\Omega_T)^2(\omega-\Omega_B)^2+k^2(\omega-\bar\Omega)^2}.
\]

Measure frequency from the midpoint as \(u\Delta\), and set \(y=(k/\Delta)^2\) and \(m=(p_B-p_T)/2=-1/6\). The extrema of \(S\) are those of \((u^2-\tfrac14)^2+y(u-m)^2\). Differentiating and dividing by 2 gives

\[
2u^3+(y-\tfrac12)u-ym=0 .
\]

At small \(y\) there are three real roots: two maxima and the minimum between them. The minimum and one maximum merge at a double root, where the derivative \(6u^2+y-\tfrac12\) also vanishes. Substituting \(y-\tfrac12=-6u^2\) into the cubic gives \(-4u^3=ym\). Squaring, with \(u^2=(\tfrac12-y)/6\), yields

\[
(\tfrac12-y)^3=\tfrac{27}{2}m^2y^2 .
\]

Between \(y=0\) and \(y=\tfrac12\) the left side falls and the right side rises, so there is one crossing. For this dimer it lies at \(y=0.2296\), or

\[
k_c=0.479\Delta=1325\ \mathrm{s^{-1}} .
\]

Including \(R_2=3\ \mathrm{s^{-1}}\) changes this to 1322 s⁻¹. For equal populations, \(m=0\) and the result is \(k_c=\Delta/\sqrt2\). Using that formula here would overestimate the rate by 48%.

Because \(m<0\), the double root has \(u>0\): it is the bridging maximum that disappears. The three roots sum to zero, and the survivor is at \(u=-0.425\), or −0.517 ppm, still close to the terminal line. It moves to the weighted mean only as \(k\) grows further. At 260 K it is at −0.281 ppm, short of the limiting −0.233 ppm. One maximum is therefore not yet the fast-exchange limit.

The model reaches \(k_c\) at 251 K (−22 °C) for 400 MHz. At 60 MHz, with the ppm shifts and rate law unchanged, \(\Delta\) and \(k_c\) are smaller by 60/400 (for \(k_c\) with \(R_2\) neglected; \(R_2=3\ \mathrm{s^{-1}}\) lowers it from 199 to 196 s⁻¹) and coalescence occurs at 237 K. This field dependence shows that coalescence compares two rates; it does not mark a change of structure.

## Which motion is responsible

Exchange must carry methyls between T and B. Swaps among terminal positions cancel when the four terminal magnetizations are added. In a six-position calculation with such swaps at a pairwise rate of \(10\Delta\), two lines remained.

Two different mechanisms give the required exchange:

- **One bridge opens.** The released bridging methyl remains on one aluminium with two terminal methyls. If any of the three is equally likely to close the bridge, it becomes terminal with probability 2/3. Let \(k_{\rm open}\) be the rate at which a dimer opens at either bridge. A given bridge takes part in half the openings, so \(k_{BT}=k_{\rm open}/3\). Since \(k_{BT}=2k/3\), \(k=k_{\rm open}/2\).
- **The dimer dissociates.** Let \(k_{\rm diss}\) be the rate at which a dimer does so. Every bridging methyl then joins a monomer, and after random recombination it is terminal with probability 2/3. Thus \(k_{BT}=2k_{\rm diss}/3\) and \(k=k_{\rm diss}\).

In both cases all terminal positions have the same frequency and the same rate of becoming bridging, and the bridging positions are likewise equivalent. Adding the equations for equivalent positions returns the two-site equations. The line shape measures \(k\), but it cannot by itself distinguish these mechanisms.

## The model beside a real sample

Real trimethylaluminium in hydrocarbon solvents does show one methyl line near room temperature and separate terminal and bridging lines on strong cooling. The shifts used here are rough, and the barrier parameters are not a fit to data. Changing \(\Delta H^\ddagger\) by ±2 kJ/mol at fixed \(\Delta S^\ddagger\) moves the 400 MHz coalescence from 251 K to 244 or 259 K.

One assumption open to doubt is the common \(R_2\). Coupling to rapidly relaxing aluminium-27 (spin \(I=5/2\)) adds, by the same variance-times-memory argument, \((2\pi J)^2I(I+1)T_{1,\rm Al}/3\). For assumed values \(J=6\) Hz and \(T_{1,\rm Al}=0.32\) ms, this is 1.3 s⁻¹ for a terminal methyl and 2.6 s⁻¹ for a bridging methyl, which touches two aluminium atoms. The extra 1.3 s⁻¹ would widen the bridging line by 0.42 Hz, comparable with the 0.64 Hz width difference caused by exchange at 215 K. This estimate takes the same \(J\) for every Al–H pair and is proportional to \(T_{1,\rm Al}\), which shortens on cooling as tumbling slows; with \(T_{1,\rm Al}\) three times shorter the extra width is 0.14 Hz.

Free monomer matters less under the assumed conditions. For 0.1 mol/L dimer, a dissociation enthalpy of 80 kJ/mol and entropy of 120 J/(mol K), it holds \(2\times10^{-4}\) of the methyls at 298 K. If monomer and dimer exchange methyls fast compared with their frequency separation, a 1 ppm monomer offset would shift the mean line by 0.08 Hz. The same values also bear on the mechanism. They give a dissociation constant of \(1.8\times10^{-8}\) mol/L at 298 K, so dissociation could supply the modelled \(k\) only if monomers recombined with a rate constant near \(10^{13}\) L/(mol s). That is about a thousand times the usual diffusion limit of roughly \(10^{10}\) L/(mol s). The factor assumes a 1 mol/L standard state for the entropy; if the same values referred to mole fractions it would be nearer a hundred. These inputs therefore argue against dissociation into separated monomers as the source of the modelled exchange. They do not test bridge opening, or pairs of monomers that recombine before separating. An assumed proton–proton coupling of 0.5 Hz is small beside the 440 Hz separation. It is not small beside the narrowest lines, which are about 1 Hz wide at 200 K in the model. If it acted between every terminal and every bridging proton, unresolved splitting would widen them to about 2.1 Hz (T) and 2.7 Hz (B).

## What to do with a measured spectrum

1. Use a non-donor solvent. A donor that converts the dimer into a monomeric adduct makes all three methyls equivalent, so a single line would no longer prove fast T–B exchange.
2. Cool until the two lines are well separated, with the signal close to the baseline between them, then compare integrals. Just below coalescence the lines still overlap, and dividing the spectrum between them does not give 2:1. Allow full recovery between pulses: a 15 s gap with an assumed proton \(T_1\) of 3 s leaves 0.67% unrecovered after a 90° pulse.
3. In slow exchange, if the bridging line is Lorentzian, obtain \(k_{BT}\) from \(\pi\) times its added width. If unresolved splitting contributes, fit the line with the splitting included, because the widths then do not simply add. A fixed splitting pattern is itself an approximation, since the coupled methyls also hop. Take its intrinsic width from a colder spectrum, and check that this width is not itself changing with temperature.
4. Near coalescence, fit the whole line shape with populations fixed at 2/3 and 1/3. In fast exchange, use \(k=p_Tp_B\Delta^2/(\pi W_{\rm ex})\), where \(W_{\rm ex}\) is the exchange part of the width in Hz and \(\Delta\) is extrapolated from the resolved spectra.

The numerical output below lists the main inputs and results.

## Calculated quantities

```
Proton frequency: 400 MHz
Shifts T, B: -0.60, 0.50 ppm
Populations T, B: 0.6667, 0.3333
Separation: 440.0 Hz
Angular separation D: 2764.6 rad/s
Intrinsic R2: 3.0 1/s
Activation enthalpy: 65.0 kJ/mol
Activation entropy: 75.0 J/(mol K)
Weighted mean shift: -0.2333 ppm
Largest random-hopping signal error: 0.0010
Temperature (K), k (1/s), k/D, maxima (ppm):
  200  0.3643  0.000132  -0.600, 0.500
  215  5.987  0.00217  -0.600, 0.500
  230  68.61  0.0248  -0.600, 0.500
  245  585.6  0.212  -0.583, 0.465
  260  3917  1.42  -0.281
  298  2.076e+05  75.1  -0.233
Area T at 200 K: 0.6664 of total
Area B at 200 K: 0.3335 of total
Area ratio T/B at 200 K: 1.998
Total area at 298 K: 0.9998
One-way rates at 215 K, T->B, B->T: 1.996, 3.992 1/s
Full widths at 215 K, T, B: 1.590, 2.226 Hz
Full width at 298 K: 3.559 Hz
Exchange part at 298 K: 2.604 Hz
Second-mode amplitude at 298 K: -3.94e-05
Coalescence y: 0.22961; k/D: 0.47917
Counted k/D, unequal sites: 0.47917
Counted k/D, equal sites: 0.70711
Coalescence k: 1324.7 1/s
Coalescence k with R2: 1322.0 1/s
Surviving maximum u: -0.4246
Surviving maximum: -0.5170 ppm
Coalescence at 400 MHz: 251.2 K = -21.9 C
Coalescence at 60 MHz: 237.2 K
Lines with terminal-only swapping at 10 D: 2
Barrier change tested: +/-2.0 kJ/mol
Resulting coalescence range: 243.7 to 258.7 K
Monomer inputs: 0.1 mol/L dimer, 80 kJ/mol, 120 J/(mol K)
Methyl fraction in monomer at 298 K: 2.10e-04
Mean shift error per 1 ppm monomer offset: 0.084 Hz
Al-H coupling, Al width: 6.0, 1000 Hz
Al relaxation time: 0.318 ms
2 pi J times Al relaxation time: 0.0120
Scalar R2 from one Al, two Al: 1.32, 2.64 1/s
H-H coupling / separation: 0.5 Hz / D = 1.14e-03
Pulse gap, proton T1: 15, 3 s
Unrecovered signal after 90-degree pulse: 0.67 %
```
